# The CIS Gradient: Unrelaxed and Relaxed Difference Densities and the Z-Vector: a numerical check

```python
"""Analytic gradient of a singlet CIS state, tested on a 1D model molecule.

Result under test, for a closed-shell RHF reference and amplitudes t[i,a]:
  dE/dX = dE_HF/dX + Tr P F^(X) + transition term - Tr W' S^X,
  P = P_unrelaxed + Z; occupied block -t t^T, virtual block t^T t,
  Z (occupied-virtual) solves the Z-vector equation Hessian Z = -Lambda.
F^(X), S^X: matrices of derivative integrals; W': energy-weighted density of
the excitation. The detachment and attachment densities are the negative
and positive spectral parts of the difference density.
Model: electrons on a line, all Coulomb interactions softened to
1/sqrt(r^2+1), Gaussians attached to the centres. Hartree atomic units.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm

dx = 0.1
grid = np.arange(-14.0, 18.5, dx)
charges = np.array([1.5, 1.5, 1.0])
X0 = np.array([0.0, 2.0, 4.5])
exponents = np.array([1.0, 0.25])
centre = np.repeat(np.arange(3), 2)
alpha = np.tile(exponents, 3)[:, None]
n_occ, n_bas = 2, 6
n_vir = n_bas - n_occ
o, v = slice(0, n_occ), slice(n_occ, n_bas)
repulsion = dx**2 / np.sqrt((grid[:, None] - grid[None, :])**2 + 1)


def basis(X):
    """Basis functions and their first and second derivatives on the grid."""
    u = grid[None, :] - X[centre][:, None]
    g = (2 * alpha / np.pi)**0.25 * np.exp(-alpha * u**2)
    return g, -2 * alpha * u * g, (4 * alpha**2 * u**2 - 2 * alpha) * g


def potential(X):
    return -sum(q / np.sqrt((grid - x)**2 + 1) for q, x in zip(charges, X))


def pair_products(f, g):
    return (f[:, None, :] * g[None, :, :]).reshape(n_bas**2, -1)


def integrals(X, field):
    g, g1, _ = basis(X)
    S = g @ g.T * dx
    position = (g * grid) @ g.T * dx
    h = 0.5 * g1 @ g1.T * dx + (g * potential(X)) @ g.T * dx
    h = h + field * position
    rho = pair_products(g, g)
    eri = (rho @ repulsion @ rho.T).reshape((n_bas,) * 4)
    Vnn = sum(charges[A] * charges[B] / np.sqrt((X[A] - X[B])**2 + 1)
              for A in range(3) for B in range(A))
    return S, h, eri, Vnn, position


def derivative_integrals(X, A):
    """Explicit derivatives of all integrals when centre A moves."""
    g, g1, g2 = basis(X)
    mask = (centre == A)[:, None]
    d0, d1 = -g1 * mask, -g2 * mask
    u = grid - X[A]
    dv = -charges[A] * u / (u**2 + 1)**1.5
    dS = d0 @ g.T * dx
    dh = 0.5 * d1 @ g1.T * dx + (d0 * potential(X)) @ g.T * dx
    dh = dh + dh.T + (g * dv) @ g.T * dx
    drho = pair_products(d0, g) + pair_products(g, d0)
    half = drho @ repulsion @ pair_products(g, g).T
    deri = (half + half.T).reshape((n_bas,) * 4)
    dVnn = sum(-charges[A] * charges[B] * (X[A] - X[B])
               / ((X[A] - X[B])**2 + 1)**1.5 for B in range(3) if B != A)
    return dS + dS.T, dh, deri, dVnn


def coulomb(D, eri):
    return np.einsum('ls,mnls->mn', D, eri)


def exchange(D, eri):
    return np.einsum('ls,mlns->mn', D, eri)


def G(D, eri):
    return coulomb(D, eri) - 0.5 * exchange(D, eri)


def to_mo(eri, C):
    return np.einsum('mnls,mp,nq,lr,st->pqrt', eri, C, C, C, C, optimize=True)


def solve(X, field=0.0):
    """RHF followed by singlet CIS."""
    S, h, eri, Vnn, position = integrals(X, field)
    D = np.zeros_like(S)
    for iteration in range(3000):
        eps, C = eigh(h + G(D, eri), S)
        D_new = 2 * C[:, o] @ C[:, o].T
        change = np.abs(D_new - D).max()
        if change < 1e-11:
            break
        D = D_new if iteration == 0 else 0.5 * (D + D_new)
    assert change < 1e-11, "SCF not converged"
    D = D_new
    E0 = 0.5 * np.sum(D * (2 * h + G(D, eri))) + Vnn
    g = to_mo(eri, C)
    gaps = eps[None, v] - eps[o, None]
    A = 2 * g[o, v, o, v] - np.einsum('ijab->iajb', g[o, o, v, v])
    A = A.reshape(n_occ * n_vir, -1) + np.diag(gaps.ravel())
    omega, vectors = np.linalg.eigh(A)
    return SimpleNamespace(S=S, h=h, eri=eri, Vnn=Vnn, x=position, D=D, C=C,
                           eps=eps, E0=E0, g=g, omega=omega, vectors=vectors)


def stencil(f, step):
    """Fourth-order central derivative at zero."""
    return (8 * (f(step) - f(-step)) - (f(2 * step) - f(-2 * step))) / (12 * step)


def orbital_hessian(m):
    g = m.g
    H = (4 * g[v, o, v, o] - np.einsum('abij->aibj', g[v, v, o, o])
         - np.einsum('ajib->aibj', g[v, o, o, v])).reshape(n_occ * n_vir, -1)
    return H + np.diag((m.eps[v, None] - m.eps[None, o]).ravel())


def lagrangian_Y(m, t, P, M):
    """C^T dL/dC in the molecular-orbital basis."""
    F = np.diag(m.eps)
    GP = m.C.T @ G(m.C @ P @ m.C.T, m.eri) @ m.C
    Y = 2 * F @ P
    Y[:, o] += 4 * F[:, o] + 4 * GP[:, o] + 2 * M[:, v] @ t.T
    Y[:, v] += 2 * M[o, :].T @ t
    return Y


def response(m, root):
    t = m.vectors[:, root].reshape(n_occ, n_vir)
    P_un = np.zeros((n_bas, n_bas))
    P_un[o, o], P_un[v, v] = -t @ t.T, t.T @ t
    T = m.C[:, o] @ t @ m.C[:, v].T
    M = m.C.T @ (2 * coulomb(T, m.eri) - exchange(T, m.eri)) @ m.C
    GP = m.C.T @ G(m.C @ P_un @ m.C.T, m.eri) @ m.C
    Lam = 2 * GP[v, o] + M[v, v] @ t.T - t.T @ M[o, o]
    z = np.linalg.solve(orbital_hessian(m), -Lam.ravel()).reshape(n_vir, n_occ)
    Z = np.zeros_like(P_un)
    Z[v, o], Z[o, v] = z, z.T
    Y = lagrangian_Y(m, t, P_un + Z, M)
    Y_frozen = lagrangian_Y(m, t, P_un, M)
    return SimpleNamespace(t=t, P_un=P_un, Z=Z, T=T, Lam=Lam, Y=Y,
                           Y_frozen=Y_frozen)


def gradient(m, r, X):
    """Rows: centres. Columns: ground, P_un, Z, transition, overlap, no-Z total."""
    rows = []
    W0 = np.zeros((n_bas, n_bas))
    W0[o, o] = np.diag(2 * m.eps[o])
    ao = lambda B: m.C @ B @ m.C.T
    for A in range(3):
        dS, dh, deri, dVnn = derivative_integrals(X, A)
        dG = G(m.D, deri)
        ground = (np.sum(m.D * (dh + 0.5 * dG)) - np.sum(ao(W0) * dS) + dVnn)
        unrel = np.sum(ao(r.P_un) * (dh + dG))
        relax = np.sum(ao(r.Z) * (dh + dG))
        trans = np.sum(r.T * (2 * coulomb(r.T, deri) - exchange(r.T, deri)))
        W = 0.25 * (r.Y + r.Y.T) - W0
        W_frozen = 0.25 * (r.Y_frozen + r.Y_frozen.T) - W0
        overlap = -np.sum(ao(W) * dS)
        no_z = ground + unrel + trans - np.sum(ao(W_frozen) * dS)
        rows.append([ground, unrel, relax, trans, overlap, no_z])
    return np.array(rows)


# Explicit determinant algebra; spin orbital number = 2*orbital + spin.
def act(det, annihilate, create):
    sign = 1
    for k in annihilate:
        if not (det >> k) & 1:
            return 0, 0
        sign *= (-1)**bin(det & ((1 << k) - 1)).count('1')
        det ^= 1 << k
    for k in create:
        if (det >> k) & 1:
            return 0, 0
        sign *= (-1)**bin(det & ((1 << k) - 1)).count('1')
        det ^= 1 << k
    return sign, det


def apply_hamiltonian(state, h, g):
    out = {}
    for det, c in state.items():
        occupied = [k for k in range(2 * n_bas) if (det >> k) & 1]
        for R in occupied:
            for p in range(n_bas):
                P = 2 * p + R % 2
                s, new = act(det, [R], [P])
                if s:
                    out[new] = out.get(new, 0) + c * s * h[p, R // 2]
                for Sx in occupied:
                    for q in range(n_bas):
                        Q = 2 * q + Sx % 2
                        s, new = act(det, [R, Sx], [Q, P])
                        if s:
                            value = 0.5 * g[p, R // 2, q, Sx // 2]
                            out[new] = out.get(new, 0) + c * s * value
    return out


m = solve(X0)
r = response(m, 0)
t = r.t

# The CIS eigenvalue equation and the unrelaxed density from determinants.
reference = (1 << (2 * n_occ)) - 1
state = {}
for i in range(n_occ):
    for a in range(n_vir):
        for spin in (0, 1):
            s, det = act(reference, [2 * i + spin], [2 * (a + n_occ) + spin])
            state[det] = s * t[i, a] / np.sqrt(2)
H_state = apply_hamiltonian(state, m.C.T @ m.h @ m.C, m.g)
E_electronic = m.E0 + m.omega[0] - m.Vnn
for det, c in state.items():
    assert abs(H_state.get(det, 0) - E_electronic * c) < 1e-8
assert abs(H_state.get(reference, 0)) < 1e-8
density = np.zeros((n_bas, n_bas))
for det, c in state.items():
    for p in range(n_bas):
        for q in range(n_bas):
            for spin in (0, 1):
                s, new = act(det, [2 * q + spin], [2 * p + spin])
                if s:
                    density[p, q] += s * c * state.get(new, 0)
difference = density.copy()
difference[o, o] -= 2 * np.eye(n_occ)
assert np.allclose(difference, r.P_un, atol=1e-10)

# Spectral parts found in a symmetrically orthogonalized atomic basis.
s_val, s_vec = np.linalg.eigh(m.S)
B = (s_vec * np.sqrt(s_val)) @ s_vec.T @ m.C
values, vecs = np.linalg.eigh(B @ difference @ B.T)
attach = (vecs * np.maximum(values, 0)) @ vecs.T
detach = (vecs * np.maximum(-values, 0)) @ vecs.T
assert np.allclose(attach, B[:, v] @ t.T @ t @ B[:, v].T, atol=1e-9)
assert np.allclose(detach, B[:, o] @ t @ t.T @ B[:, o].T, atol=1e-9)
weights = np.linalg.svd(t, compute_uv=False)**2
assert np.allclose(np.sort(values)[::-1][:n_occ], weights, atol=1e-9)
assert np.allclose(np.sort(-values)[::-1][:n_occ], weights, atol=1e-9)
relaxed_values = np.linalg.eigvalsh(r.P_un + r.Z)
promotion_relaxed = relaxed_values[relaxed_values > 0].sum()
assert np.abs(r.Z).max() > 1e-4 and promotion_relaxed > 1 + 1e-8


# Orbital gradient of the excitation energy by explicit finite rotations.
def omega_rotated(a, i, angle):
    K = np.zeros((n_bas, n_bas))
    K[n_occ + a, i], K[i, n_occ + a] = angle, -angle
    C = m.C @ expm(K)
    F = C.T @ (m.h + G(2 * C[:, o] @ C[:, o].T, m.eri)) @ C
    g = to_mo(m.eri, C)
    return (np.einsum('ia,ib,ab', t, t, F[v, v])
            - np.einsum('ia,ja,ij', t, t, F[o, o])
            + 2 * np.einsum('ia,jb,iajb', t, t, g[o, v, o, v])
            - np.einsum('ia,jb,ijab', t, t, g[o, o, v, v]))


Lam_numeric = np.array([[0.5 * stencil(lambda s: omega_rotated(a, i, s), 0.005)
                         for i in range(n_occ)] for a in range(n_vir)])
lambda_error = np.abs(Lam_numeric - r.Lam).max()
assert lambda_error < 1e-6
assert np.allclose(r.Y, r.Y.T, atol=1e-8)
hessian_min = np.linalg.eigvalsh(orbital_hessian(m))[0]
assert hessian_min > 0

# Orbital response and relaxed density from finite uniform fields.
x_mo = m.C.T @ m.x @ m.C
kappa = np.linalg.solve(orbital_hessian(m), -x_mo[v, o].ravel())
kappa = kappa.reshape(n_vir, n_occ)
dD = stencil(lambda f: solve(X0, f).D, 0.001)
SC = m.S @ m.C
assert np.allclose((SC.T @ dD @ SC)[v, o], 2 * kappa, atol=1e-5)
shift_numeric = stencil(lambda f: solve(X0, f).omega[0], 0.001)
shift_unrelaxed = np.sum(r.P_un * x_mo)
shift_relaxed = np.sum((r.P_un + r.Z) * x_mo)
assert abs(shift_numeric - shift_relaxed) < 1e-5
assert abs(shift_unrelaxed + 2 * np.sum(r.Lam * kappa) - shift_numeric) < 1e-5


# Gradients from energies recomputed at displaced centres.
def energies(A, step):
    X = X0.copy()
    X[A] += step
    w = solve(X)
    return np.array([w.E0, w.E0 + w.omega[0], w.E0 + w.omega[1]])


numeric = np.array([stencil(lambda s: energies(A, s), 0.005) for A in range(3)])
parts = gradient(m, r, X0)
total = parts[:, :5].sum(axis=1)
parts2 = gradient(m, response(m, 1), X0)
total2 = parts2[:, :5].sum(axis=1)
assert np.allclose(parts[:, 0], numeric[:, 0], atol=1e-6)
assert np.allclose(total, numeric[:, 1], atol=1e-6)
assert np.allclose(total2, numeric[:, 2], atol=1e-6)
assert abs(total.sum()) < 1e-7
assert np.abs(parts[:, 5] - numeric[:, 1]).max() > 1e-5

eV = physical_constants['Hartree energy in eV'][0]
angstrom = physical_constants['Bohr radius'][0] * 1e10
print("electrons:", 2 * n_occ, " basis functions:", n_bas)
print("centre charges (e):", charges)
print("centre positions (bohr):", X0)
print("Gaussian exponents (bohr^-2):", exponents)
print("softening length (bohr): 1")
print("orbital energies (hartree):", np.round(m.eps, 6))
print(f"RHF total energy (hartree): {m.E0:.8f}")
print(f"lowest CIS excitation energy (hartree): {m.omega[0]:.8f}")
print(f"lowest CIS excitation energy (eV): {m.omega[0] * eV:.4f}")
print(f"second CIS excitation energy (hartree): {m.omega[1]:.8f}")
print(f"lowest orbital-Hessian eigenvalue (hartree): {hessian_min:.6f}")
for i in range(n_occ):
    print(f"amplitudes t from occupied orbital {i + 1}:", np.round(t[i], 6))
print("detachment/attachment eigenvalues:", np.round(weights, 6))
print(f"unrelaxed attachment trace: {np.trace(attach):.6f}")
print(f"relaxed attachment trace: {promotion_relaxed:.6f}")
for a in range(n_vir):
    print(f"Z from virtual orbital {a + 1} to occupied 1,2:",
          np.round(r.Z[n_occ + a, o], 6))
print(f"largest error of Lambda (hartree): {lambda_error:.1e}")
x_det = np.sum((t @ t.T) * x_mo[o, o])
x_att = np.sum((t.T @ t) * x_mo[v, v])
print(f"detachment centroid (bohr): {x_det:.6f}")
print(f"attachment centroid (bohr): {x_att:.6f}")
print(f"unrelaxed position shift Tr P_un x (bohr): {shift_unrelaxed:.6f}")
print(f"relaxed position shift Tr P x (bohr): {shift_relaxed:.6f}")
print(f"finite-field position shift (bohr): {shift_numeric:.6f}")
print("gradients below in hartree/bohr, for centres 1, 2, 3")
labels = ["ground-state RHF gradient", "unrelaxed density term",
          "Z-vector density term", "transition-density term",
          "overlap term of excitation", "total with Z omitted"]
for k, label in enumerate(labels):
    print(label + ":", np.round(parts[:, k], 7))
print("total CIS gradient, analytic:", np.round(total, 7))
print("total CIS gradient, numerical:", np.round(numeric[:, 1], 7))
print("second CIS state, analytic:", np.round(total2, 7))
print("second CIS state, numerical:", np.round(numeric[:, 2], 7))
print(f"largest difference, lowest state: {np.abs(total - numeric[:, 1]).max():.1e}")
print("total CIS gradient (eV/angstrom):", np.round(total * eV / angstrom, 4))
print("tests ok")
```

Running it gives:

```
electrons: 4  basis functions: 6
centre charges (e): [1.5 1.5 1. ]
centre positions (bohr): [0.  2.  4.5]
Gaussian exponents (bohr^-2): [1.   0.25]
softening length (bohr): 1
orbital energies (hartree): [-0.823488 -0.457841  0.12361   1.040521  1.558994  2.578398]
RHF total energy (hartree): -3.33100099
lowest CIS excitation energy (hartree): 0.41153618
lowest CIS excitation energy (eV): 11.1985
second CIS excitation energy (hartree): 0.67399732
lowest orbital-Hessian eigenvalue (hartree): 0.547739
amplitudes t from occupied orbital 1: [-0.038563  0.010493  0.012788 -0.010366]
amplitudes t from occupied orbital 2: [ 0.999057 -0.002465 -0.001712 -0.002781]
detachment/attachment eigenvalues: [9.99621e-01 3.79000e-04]
unrelaxed attachment trace: 1.000000
relaxed attachment trace: 1.035366
Z from virtual orbital 1 to occupied 1,2: [-0.114634  0.013485]
Z from virtual orbital 2 to occupied 1,2: [-0.024043 -0.038702]
Z from virtual orbital 3 to occupied 1,2: [-0.000507  0.025997]
Z from virtual orbital 4 to occupied 1,2: [-0.001617 -0.028041]
largest error of Lambda (hartree): 2.7e-10
detachment centroid (bohr): 2.678028
attachment centroid (bohr): 2.721819
unrelaxed position shift Tr P_un x (bohr): 0.043791
relaxed position shift Tr P x (bohr): 0.020838
finite-field position shift (bohr): 0.020838
gradients below in hartree/bohr, for centres 1, 2, 3
ground-state RHF gradient: [ 0.0592115 -0.1287961  0.0695846]
unrelaxed density term: [-0.2282293  0.3714827 -0.1432534]
Z-vector density term: [ 0.0016661 -0.0422654  0.0405992]
transition-density term: [ 0.1481445 -0.0831508 -0.0649937]
overlap term of excitation: [ 0.1064972 -0.1821199  0.0756227]
total with Z omitted: [ 0.0830198 -0.0321988 -0.050821 ]
total CIS gradient, analytic: [ 0.08729   -0.0648494 -0.0224406]
total CIS gradient, numerical: [ 0.08729   -0.0648494 -0.0224406]
second CIS state, analytic: [ 0.2756697 -0.259275  -0.0163947]
second CIS state, numerical: [ 0.2756697 -0.259275  -0.0163947]
largest difference, lowest state: 9.6e-11
total CIS gradient (eV/angstrom): [ 4.4886 -3.3347 -1.1539]
tests ok
```
